Apparent Shortening of a Silicon–Oxygen Bond by Transverse Motion

**1. Equal bonds that look unequal**

Take a SiO₄ tetrahedron whose four bonds are rigid and equally long, 1.606 Å each. Let the oxygen atoms swing sideways relative to silicon by different amounts, with total transverse mean-square displacements of 0.01, 0.02, 0.02 and 0.03 Å². The distances between the mean atomic positions are then 1.603, 1.600, 1.600 and 1.597 Å. Someone who takes these for bond lengths will report a distorted tetrahedron, with a spread of 0.006 Å, although all four bonds are equally long. All four lengths will also be too small.

The cause is geometrical. A structure refinement locates, to a good approximation, the average position of each atom, and the distance between two averages is not the average of the distance. These notes find the difference for small displacements, then its first correction, and apply both to a bond of apparent length 1.60 Å with a total transverse mean square of 0.02 Å².

**2. Definitions**

Let r be the instantaneous vector from Si to O. Two lengths can be formed from it:

R = |⟨r⟩|  (apparent length),

⟨|r|⟩  (mean length).

The brackets average over time and over the unit cells of the crystal. R is what a refinement reports if each refined centre is the centroid of that atom's distribution, which is assumed here. The shortening is

Δ = ⟨|r|⟩ − R.

It cannot be negative, because the magnitude of an average vector never exceeds the average magnitude.

Put the third axis along ⟨r⟩ and write

r = (x, y, R + z), with ⟨x⟩ = ⟨y⟩ = ⟨z⟩ = 0.

Here x, y and z are displacements of O relative to Si. Let

ρ² = x² + y²,  s = ⟨ρ²⟩ = ⟨x²⟩ + ⟨y²⟩.

The word "total" in the given 0.02 Å² means this sum over both transverse directions. The small parameter is

ε = s/R² = 0.02/2.56 = 0.0078.

**3. The leading term**

The instantaneous length is

|r| = √((R + z)² + ρ²) = (R + z) √(1 + ρ²/(R + z)²).

With √(1 + t) = 1 + t/2 − t²/8 + … this becomes

|r| = R + z + ρ²/(2(R + z)) − ρ⁴/(8(R + z)³) + …

Next expand the first denominator, 1/(R + z) = 1/R − z/R² + z²/R³ − …, and keep all terms up to the fourth power of the displacements:

|r| = R + z + ρ²/(2R) − zρ²/(2R²) + z²ρ²/(2R³) − ρ⁴/(8R³) + …

Now average. The linear term vanishes because ⟨z⟩ = 0, and

Δ = s/(2R) − ⟨zρ²⟩/(2R²) + ⟨z²ρ²⟩/(2R³) − ⟨ρ⁴⟩/(8R³) + …  (A)

At leading order

Δ ≈ s/(2R).

Motion along the bond does not enter at this order, since it lengthens the bond as much as it shortens it. A sideways step of either sign lengthens the separation, so its effect survives averaging. For the bond in question,

Δ ≈ 0.02 Å² / (2 × 1.60 Å) = 0.00625 Å ≈ 0.006 Å, or 0.6 pm.

This is 0.39 % of the bond length, and the mean length is about 1.606 Å. If 0.02 Å² were the value for each transverse axis, s would be 0.04 Å² and the shortening 0.0125 Å.

The result uses no particular shape of the distribution. The two transverse mean squares may be unequal, and the displacement may be thermal motion or static disorder, provided that it is small compared with R.

**4. A bound on the error**

When there is no relative motion along the bond, z = 0, the error can be bounded without a series. Squaring √(1 + t) − 1 gives 2 + t − 2√(1 + t), and rearranging gives the identity

√(1 + t) = 1 + t/2 − ½(√(1 + t) − 1)².

The last term is never positive, so √(1 + t) − 1 ≤ t/2. For t ≥ 0 the left side is also non-negative, so its square is at most t²/4. Therefore

1 + t/2 − t²/8 ≤ √(1 + t) ≤ 1 + t/2.

Set t = ρ²/R², multiply by R and average:

s/(2R) − ⟨ρ⁴⟩/(8R³) ≤ Δ ≤ s/(2R).

For z = 0 the leading term is thus an upper bound, and the error is no larger than the quartic term. This holds for any transverse distribution with a finite fourth moment.

**5. First correction for independent Gaussian motion**

Going beyond leading order requires the shape of the distribution. Suppose x and y are independent Gaussian variables, each of variance s/2. Their joint density depends on ρ² alone, and ρ² then has the probability density

P(ρ²) = (1/s) exp(−ρ²/s).

Its moments are

⟨ρ²ᵏ⟩ = k! sᵏ, so that ⟨ρ⁴⟩ = 2s².

If z is independent of x and y, then ⟨zρ²⟩ = ⟨z⟩s = 0 and ⟨z²ρ²⟩ = s⟨z²⟩. Equation (A) becomes

Δ = s/(2R) − s²/(4R³) + s⟨z²⟩/(2R³) + …

For the example R³ = 4.096 Å³, so

s²/(4R³) = 0.0004/16.384 = 2.4 × 10⁻⁵ Å.

The longitudinal term needs ⟨z²⟩. The stretching model of section 9 gives 0.00167 Å², hence

s⟨z²⟩/(2R³) = 0.02 × 0.00167/8.192 = 0.4 × 10⁻⁵ Å.

The sum is 0.00625 − 0.000024 + 0.000004 = 0.006230 Å. Averaging |r| numerically over the three Gaussian variables, by Gauss–Hermite quadrature, also gives 0.006230 Å. The correction is 0.3 % of the leading term, far below any uncertainty in s.

The transverse series has a feature typical of asymptotic expansions. For z = 0 its k-th term is

T(k) = C(½, k) k! sᵏ/R²ᵏ⁻¹,

where C(½, k) is the binomial coefficient. Since C(½, k+1)/C(½, k) = (½ − k)/(k + 1), the ratio of successive terms is

T(k+1)/T(k) = −(k − ½) ε.

The terms shrink only while k − ½ < 1/ε = 128 and grow afterwards, so the series diverges. The reason is that the expansion of the square root converges only for ρ < R, while a Gaussian has tails beyond any radius. The first terms are still accurate, as the bound of section 4 shows.

The ratio also tells how the error of the leading formula scales. With k = 2 it gives

Δ − s/(2R) = −(s²/(4R³)) (1 − (3/2)ε + …).

Halving s at fixed R should divide this error by nearly 4, more closely by

4(1 − (3/2)ε)/(1 − (3/4)ε) ≈ 4(1 − (3/4)ε) = 3.977.

Numerical averages at s = 0.02 and 0.01 Å² give 3.977.

**6. Other shapes with the same mean square**

For independent Gaussian motion with unequal variances A and B along x and y, use ⟨x⁴⟩ = 3A²:

⟨ρ⁴⟩ = 3A² + 3B² + 2AB = s² + 2(A² + B²).

With A = 0.018 and B = 0.002 Å² this is 0.00106 Å⁴, against 0.00080 Å⁴ in the isotropic case. The quartic term grows to −3.2 × 10⁻⁵ Å. Quadrature, with the same longitudinal motion as before, gives Δ = 0.006222 Å.

As an opposite extreme, let oxygen lie anywhere on a ring of fixed radius √s about the mean bond direction, with z = 0. Then ⟨ρ⁴⟩ = s², and the shortening has a closed form:

Δ = √(R² + s) − R = 0.006238 Å.

At fixed s, these changes of shape move the answer by about 10⁻⁵ Å.

**7. The rigid bond**

Independent longitudinal motion is one limit. In the other, the bond has a fixed length L and merely swings. The end of the bond then moves on a sphere, so z is tied to ρ:

R + z = √(L² − ρ²).

Averaging with ⟨z⟩ = 0, and expanding the root,

R = L − s/(2L) − ⟨ρ⁴⟩/(8L³) − …

For isotropic Gaussian ρ, where ⟨ρ⁴⟩ = 2s²,

L − R = s/(2L) + s²/(4L³) + …

(The Gaussian must be cut off at ρ = L, but the probability beyond that is exp(−L²/s), about e⁻¹²⁹.)

This is written in terms of the true length. To use the apparent length, insert L = R + s/(2R) + … in the first term:

1/L = 1/R − s/(2R³) + …,

s/(2L) = s/(2R) − s²/(4R³) + …

The two terms in s² cancel:

L − R = s/(2R) + O(s³/R⁵).

Equation (A) shows where the cancellation comes from. To lowest order z = −(ρ² − s)/(2R), so

−⟨zρ²⟩/(2R²) = (⟨ρ⁴⟩ − s²)/(4R³).

The term in z²ρ² is now of sixth order in ρ and drops out. Adding the quartic term leaves

Δ = s/(2R) + (⟨ρ⁴⟩ − 2s²)/(8R³) + …,

and the correction vanishes when ⟨ρ⁴⟩ = 2s². Solving numerically for the L that gives R = 1.60 Å yields L − R = 0.006250 Å.

If 1.60 Å is instead read as the true length L, the formula in L applies, and the numerical shortening is 0.006275 Å. The choice of reading does not affect the rounded answer.

The rigid picture also gives the size of the swing. With sin θ = ρ/L, the root-mean-square tilt is approximately

√s/R = 0.1414/1.60 = 0.088 rad = 5.1°.

A partly correlated bond may lie outside these two limits. The Cauchy–Schwarz inequality gives

|⟨zρ²⟩| ≤ √(⟨z²⟩⟨ρ⁴⟩) = √(0.00167 × 0.0008) = 0.00116 Å³,

so this term contributes at most 0.00116/(2 × 2.56) = 0.0002 Å in magnitude, or 4 % of Δ. That is a ceiling, not an estimate, and it holds for these values of ⟨z²⟩ and ⟨ρ⁴⟩. It grows as √⟨z²⟩, and for ⟨z²⟩ = 0.010 Å² it would be 0.0006 Å.

**8. Where the value of s comes from**

The expansion is accurate once s is known, but s is a relative mean square, and Bragg diffraction gives the displacements of each atom separately. Let u_O and u_Si be the transverse displacement vectors of the two atoms, and S_O and S_Si their total mean squares. Then

s = ⟨|u_O − u_Si|²⟩ = S_O + S_Si − 2⟨u_O·u_Si⟩.

The last average describes how the atoms move together, and it is not contained in the separate mean squares. Its magnitude is at most √(S_O S_Si), again by the Cauchy–Schwarz inequality, so

(√S_O − √S_Si)² ≤ s ≤ (√S_O + √S_Si)².

Take rough mean squares per transverse axis of 0.016 Å² for O and 0.006 Å² for Si. (They are not meant for the bond direction: there the riding model below would give ⟨z²⟩ = 0.010 Å², six times the stretch variance of section 9.) Two transverse axes give S_O = 0.032 and S_Si = 0.012 Å². Four kinds of correlation then lead to these values:

- In phase, lower bound: s = 0.0048 Å², s/(2R) = 0.0015 Å.
- Oxygen riding on silicon: s = 0.020 Å², s/(2R) = 0.0063 Å.
- Independent atoms: s = 0.044 Å², s/(2R) = 0.0138 Å.
- In antiphase, upper bound: s = 0.083 Å², s/(2R) = 0.026 Å.

Riding means u_O = u_Si + w, with w independent of u_Si. Then ⟨u_O·u_Si⟩ = S_Si, and s = S_O − S_Si = 0.032 − 0.012 = 0.020 Å². This is the model that reproduces the given value.

With the atomic mean squares held fixed, the shortening ranges over a factor of about 17. The unknown correlation therefore matters far more than any higher term of the expansion. Even in the antiphase case, direct averaging over transverse Gaussian displacements of both atoms, with z = 0, gives 0.0256 Å against the leading 0.0260 Å. If the relative motion were isotropic in three dimensions, ⟨z²⟩ = s/2, the two second-order terms of section 5 would cancel and the average would be 0.0260 Å.

The tetrahedron of section 1 is now easily read. For rigid bonds of equal L, the apparent lengths differ at leading order by

(0.03 − 0.01)/(2 × 1.606) = 0.0062 Å.

Numerical averaging of the rigid bonds gives 0.0063 Å. Had s been 0.02 Å² for all four bonds, the tetrahedron would have looked regular but too small, by 0.39 % in length and three times that, 1.2 %, in volume.

**9. The mean length is not the potential minimum**

Adding Δ to R restores the mean length. It does not give the length r_e at which the bond energy is least, because a real bond stretches more easily than it compresses. A Morse potential shows the size of this second effect:

V(q) = D(1 − exp(−aq))², q = |r| − r_e.

Since 1 − exp(−aq) = aq − a²q²/2 + …, squaring gives

V = D(a²q² − a³q³ + …),

dV/dq = 2Da²q − 3Da³q² + …

Treat the stretch as one-dimensional motion along q. In a stationary state its mean momentum is constant, so the mean force is zero. Hence 2Da²⟨q⟩ = 3Da³⟨q²⟩, or

⟨|r|⟩ − r_e = ⟨q⟩ ≈ (3/2) a ⟨q²⟩.

To this order ⟨q²⟩ may be replaced by the variance of the stretch, which also serves as ⟨z²⟩ in section 5.

Take rough values: a wavenumber of 1000 cm⁻¹, a = 2 Å⁻¹ and the reduced mass of a free Si–O pair, 10.19 u. The condition 2Da² = μω² then sets the well depth at 4.7 eV. Solving the one-dimensional Schrödinger equation on a grid gives a ground-state variance of 0.00167 Å², and

(3/2) × 2 Å⁻¹ × 0.00167 Å² = 0.0050 Å.

The numerical ground state has the same mean stretch, 0.0050 Å. In this model r_e is therefore 1.606 − 0.005 = 1.601 Å, close to the apparent 1.60 Å. The near-cancellation follows from the chosen numbers. Δ is proportional to s, which is set mainly by soft sideways motion, while the anharmonic shift depends on the stiff stretch, so the two need not vary together. The model also omits the coupling of the stretch to bending and to the rest of the crystal. One part of this is the centrifugal pull of the swing: for a free pair swinging classically it would lengthen the bond by about k_BT/(Da²R), or 0.0009 Å at 300 K.

**10. The real material and the limits of the estimate**

The parameters are meant for a framework silica of the quartz type, somewhat above room temperature. An Si–O distance near 1.6 Å is typical, and the atomic mean squares are of a plausible size, but they are rough round values and do not describe a particular sample. The assumption most open to doubt is riding. In a framework each oxygen joins two silicon atoms and is pulled by both, so nothing guarantees that its motion relative to one of them is independent of that atom's own motion. If the two atoms of a bond moved independently, with the same atomic mean squares, the shortening would be 0.014 Å instead of 0.006 Å. The stretch was also treated in its ground state. For a harmonic stretch at 1000 cm⁻¹, thermal excitation raises the variance by about 2 % at 300 K and 12 % at 500 K, which changes the shortening negligibly and the anharmonic shift by under 0.001 Å.

The assumption that refined centres are centroids also has a cost. A swinging rigid bond spreads the oxygen density along a curved cap, while an ordinary refinement fits a Gaussian ellipsoid. If the bond is strictly rigid, silicon is at rest and s = 0.02 Å², such a fit with unit weights places the oxygen centre outside the centroid by roughly 0.0005 to 0.001 Å for data reaching scattering vectors of 9 to 12 Å⁻¹. The reported shortening is then smaller than s/(2R) by about a tenth to a sixth for neutrons, and a twelfth to a seventh for X-rays. The offset depends on the model. If the bond also stretches, independently of its direction and with the variance of section 9, and silicon moves as in the riding case, the offset falls to about 0.0003 to 0.0007 Å, or 6 to 11 % of s/(2R).

Two further situations need care. If s/R² is not small, the higher terms matter and the shape of the distribution must be known. If oxygen occupies a few well-separated sites that the refinement resolves, the reported distance is measured to one site and not to the mean position. The spread between sites must then be left out of s, and only the motion about each site counts, provided that silicon does not shift with the site that is occupied. If it does, the distance from the mean silicon position to an oxygen site is itself in error.

All numerical values are calculated from the stated model.
